# Double-exponential and Euler–Maclaurin radial grids for Gaussian and Slater integrands: a program that tests the result

```python
"""
Radial quadrature of I = integral_0^inf r^2 exp(-c r^p) dr, p=2 Gaussian, p=1 Slater.
DE grid: r = exp(alpha*x - exp(-x)), equal steps h in x; its error is bounded by
  2 M(d) / (exp(2 pi d/h) - 1) for every d < pi/(2 p alpha), where M(d) is the
  integral of the modulus of the mapped integrand along the line Im x = d.
EM grid: r = R x^2/(1-x)^2, x = i/(N+1); its error tends to -R^3/(126 (N+1)^6).
Lengths are in bohr; c is in bohr^-p. N is the number of radial points.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

ALPHA, R_SCALE = 2.5, 1.0
R_MIN, R_MAX = 1e-6, 40.0
CASES = [("Gauss a=1", 2, 1.0), ("Gauss a=100", 2, 100.0),
         ("Slater z=1", 1, 1.0), ("Slater z=10", 1, 10.0)]


def exact(p, c):
    return gamma(3.0 / p) / (p * c ** (3.0 / p))


def map_inverse(r, alpha):
    return brentq(lambda x: alpha * x - np.exp(-x) - np.log(r), -20, 50,
                  xtol=1e-13)


def de_grid(n, alpha=ALPHA, r_min=R_MIN, r_max=R_MAX):
    """Nodes x and r, weights including r^2, and the step h."""
    x, h = np.linspace(map_inverse(r_min, alpha), map_inverse(r_max, alpha),
                       n, retstep=True)
    r = np.exp(alpha * x - np.exp(-x))
    return x, r, h * r**3 * (alpha + np.exp(-x)), h


def em_grid(n, scale=R_SCALE):
    x = np.arange(1, n + 1) / (n + 1)
    r = scale * x**2 / (1 - x)**2
    return r, 2 * scale**3 * x**5 / (1 - x)**7 / (n + 1)


def relative_errors(r, w):
    return np.array([abs(np.sum(w * np.exp(-c * r**p)) / exact(p, c) - 1)
                     for _, p, c in CASES])


def de_errors(n, alpha=ALPHA):
    _, r, w, _ = de_grid(n, alpha)
    return relative_errors(r, w)


def em_errors(n, scale=R_SCALE):
    return relative_errors(*em_grid(n, scale))


def row(values):
    return " ".join(f"{v:.1e}" for v in values)


# Closed-form integrals against adaptive quadrature.
for name, p, c in CASES:
    value = quad(lambda r: r**2 * np.exp(-c * r**p), 0, (50 / c)**(1 / p),
                 epsabs=0, epsrel=1e-11, limit=200)[0]
    assert abs(value / exact(p, c) - 1) < 1e-9, name

# Width of the strip: decay at large Re x just inside, growth just outside.
for p in (1, 2):
    d_max = np.pi / (2 * p * ALPHA)
    for factor, sign in ((0.98, 1), (1.02, -1)):
        z = 6.0 + 1j * factor * d_max
        r_complex = np.exp(ALPHA * z - np.exp(-z))
        assert np.sign((r_complex**p).real) == sign

# Contour bound against the actual error of the sum, best d chosen by a scan.
N_BOUND = 40
_, r_b, w_b, h_b = de_grid(N_BOUND)
actual = relative_errors(r_b, w_b)
line = np.linspace(-5, 6, 20001)
bound_results = []
for (name, p, c), error in zip(CASES, actual):
    d_max = np.pi / (2 * p * ALPHA)
    best = (np.inf, 0.0)
    for d in d_max * np.linspace(0.30, 0.98, 35):
        z = line + 1j * d
        r = np.exp(ALPHA * z - np.exp(-z))
        with np.errstate(over="ignore"):
            size = (np.abs(r**3 * (ALPHA + np.exp(-z)))
                    * np.exp(-c * (r**p).real))
            m_d = np.sum(size) * (line[1] - line[0])
        bound = 2 * m_d / np.expm1(2 * np.pi * d / h_b) / exact(p, c)
        best = min(best, (bound, d))
    # 1e-14 allows for the finite window and for rounding.
    assert error <= best[0] + 1e-14, name
    assert best[0] < 1e-2, name
    bound_results.append((name, error, best[0], best[1], d_max))

# Part lost below r_min, isolated with a fine grid and a half end weight.
r_cut = 0.01
_, r_t, w_t, _ = de_grid(4000, r_min=r_cut)
terms = w_t * np.exp(-r_t**2)
lost = exact(2, 1.0) - (np.sum(terms) - 0.5 * terms[0])
assert abs(lost / (r_cut**3 / 3) - 1) < 1e-3

# Endpoint expansion of the EM error against sums in 40-digit arithmetic.
mp.mp.dps = 40
N_ASYM = 200
step = mp.mpf(1) / (N_ASYM + 1)
asymptotic_ratio = []
for name, p, c in CASES:
    total = mp.mpf(0)
    for i in range(1, N_ASYM + 1):
        x = i * step
        r = x**2 / (1 - x)**2
        total += step * 2 * x**5 / (1 - x)**7 * mp.exp(-mp.mpf(c) * r**p)
    third = mp.mpf(3) / p
    error = total - mp.gamma(third) / (p * mp.mpf(c)**third)
    slope_at_zero = -c if p == 1 else 0.0
    leading = -step**6 / 126
    two_terms = leading + (28 + slope_at_zero) * step**8 / 120
    assert abs(error / two_terms - 1) < mp.mpf("1e-4"), name
    asymptotic_ratio.append(float(error / leading))

# Smallest N from which the worst error stays below each tolerance.
sizes = np.arange(10, 301)
worst_de = np.array([de_errors(n).max() for n in sizes])
worst_em = np.array([em_errors(n).max() for n in sizes])


def points_needed(worst, tolerance):
    above = np.flatnonzero(worst > tolerance)
    first = 0 if len(above) == 0 else above[-1] + 1
    assert first < len(sizes)
    return int(sizes[first])


needed = [(t, points_needed(worst_de, t), points_needed(worst_em, t))
          for t in (1e-6, 1e-9, 1e-12)]
assert needed[-1][1] < needed[-1][2]

print(f"alpha = {ALPHA}, R = {R_SCALE} bohr")
print(f"r_min = {R_MIN:.0e} bohr, r_max = {R_MAX:.0f} bohr")
for name, p, c in CASES:
    print(f"exact I, {name}: {exact(p, c):.8e} bohr^3")
x75, r75, w75, h75 = de_grid(75)
print(f"DE window in x: {x75[0]:.5f} to {x75[-1]:.5f}")
print(f"DE N=75: h = {h75:.6f}")
print(f"DE N=75 middle node: x={x75[37]:.5f}, r={r75[37]:.5f} bohr")
print(f"  its weight with r^2: {w75[37]:.5e} bohr^3")
print("Relative errors; order: " + ", ".join(case[0] for case in CASES))
for n in (20, 30, 50, 75, 99, 150):
    print(f"DE N={n}: {row(de_errors(n))}")
    print(f"EM N={n}: {row(em_errors(n))}")
print("EM leading endpoint law, relative size, same order")
for n in (30, 75):
    law = [R_SCALE**3 / (126 * (n + 1)**6 * exact(p, c)) for _, p, c in CASES]
    print(f"law N={n}: {row(law)}")
print(f"EM error / leading law at N={N_ASYM}, same order")
print("  " + " ".join(f"{q:.6f}" for q in asymptotic_ratio))
print(f"DE contour bound at N={N_BOUND}, h={h_b:.5f} (relative)")
for name, error, bound, d, d_max in bound_results:
    print(f"{name}: err {error:.1e} bound {bound:.1e} d {d:.3f} max {d_max:.3f}")
print(f"lost below r=0.01 bohr, Gauss a=1: {lost:.4e} bohr^3")
print(f"  r_min^3/3 = {r_cut**3 / 3:.4e} bohr^3")
print("Points needed for all four functions")
for tolerance, n_de, n_em in needed:
    print(f"relative error {tolerance:.0e}: DE {n_de}, EM {n_em}")
print("Worst relative error at N=75")
for alpha in (1.0, 1.5, 2.0, 2.5, 3.0, 4.0):
    print(f"DE alpha={alpha}: {de_errors(75, alpha).max():.1e}")
for scale in (0.25, 0.5, 1.0, 2.0):
    print(f"EM R={scale} bohr: {em_errors(75, scale).max():.1e}")
print("finished without a failed check")
```

It prints:

```
alpha = 2.5, R = 1.0 bohr
r_min = 1e-06 bohr, r_max = 40 bohr
exact I, Gauss a=1: 4.43113463e-01 bohr^3
exact I, Gauss a=100: 4.43113463e-04 bohr^3
exact I, Slater z=1: 2.00000000e+00 bohr^3
exact I, Slater z=10: 2.00000000e-03 bohr^3
DE window in x: -2.13691 to 1.55964
DE N=75: h = 0.049953
DE N=75 middle node: x=-0.28864, r=0.12794 bohr
  its weight with r^2: 4.01138e-04 bohr^3
Relative errors; order: Gauss a=1, Gauss a=100, Slater z=1, Slater z=10
DE N=20: 5.7e-04 1.0e-02 1.2e-05 9.8e-05
EM N=20: 5.1e-05 1.9e-04 8.6e-06 3.5e-08
DE N=30: 9.2e-05 6.4e-04 1.4e-09 3.4e-08
EM N=30: 9.1e-07 5.0e-07 5.5e-08 4.4e-09
DE N=50: 1.3e-08 3.2e-07 3.3e-16 2.0e-15
EM N=50: 7.3e-11 1.0e-09 1.6e-12 2.2e-10
DE N=75: 2.8e-13 2.2e-11 1.1e-16 0.0e+00
EM N=75: 9.2e-14 9.2e-11 2.0e-14 2.1e-11
DE N=99: 2.2e-16 2.0e-15 3.3e-16 0.0e+00
EM N=99: 1.8e-14 1.8e-11 4.0e-15 4.0e-12
DE N=150: 1.1e-16 3.3e-16 5.6e-16 0.0e+00
EM N=150: 1.2e-15 1.5e-12 3.3e-16 3.3e-13
EM leading endpoint law, relative size, same order
law N=30: 2.0e-11 2.0e-08 4.5e-12 4.5e-09
law N=75: 9.3e-14 9.3e-11 2.1e-14 2.1e-11
EM error / leading law at N=200, same order
  0.999273 0.999272 0.999298 0.999532
DE contour bound at N=40, h=0.09478 (relative)
Gauss a=1: err 8.4e-07 bound 4.8e-06 d 0.245 max 0.314
Gauss a=100: err 1.0e-05 bound 5.3e-05 d 0.207 max 0.314
Slater z=1: err 1.2e-13 bound 6.3e-13 d 0.540 max 0.628
Slater z=10: err 4.7e-12 bound 2.4e-11 d 0.503 max 0.628
lost below r=0.01 bohr, Gauss a=1: 3.3332e-07 bohr^3
  r_min^3/3 = 3.3333e-07 bohr^3
Points needed for all four functions
relative error 1e-06: DE 48, EM 30
relative error 1e-09: DE 67, EM 51
relative error 1e-12: DE 84, EM 161
Worst relative error at N=75
DE alpha=1.0: 4.4e-12
DE alpha=1.5: 3.3e-12
DE alpha=2.0: 7.6e-12
DE alpha=2.5: 2.2e-11
DE alpha=3.0: 1.3e-10
DE alpha=4.0: 6.8e-10
EM R=0.25 bohr: 2.0e-11
EM R=0.5 bohr: 1.2e-11
EM R=1.0 bohr: 9.2e-11
EM R=2.0 bohr: 7.4e-10
finished without a failed check
```
